# Moiré velocity from the first shell and exactly flat chiral bands

**Q.** Two graphene layers twisted by about one degree have more than ten thousand atoms per moiré cell. What model lets you speak of one velocity and one parameter \(a\)?

**A.** A continuum model for one valley and one spin. Each layer contributes a Dirac cone of speed \(v\), and the layers are coupled by smooth tunnelling with three harmonics. The two cones are displaced in momentum by \(k_\theta=2K\sin(\theta/2)\), where \(K\) is the distance of the graphene corner from the zone centre. I measure energy in \(\hbar v k_\theta\) and length in \(1/k_\theta\):

\[
H=\begin{pmatrix}-i\boldsymbol\sigma\cdot\nabla & T(\mathbf r)\\ T^\dagger(\mathbf r)&-i\boldsymbol\sigma\cdot\nabla\end{pmatrix},\qquad
T(\mathbf r)=\sum_{j=1}^3T_je^{-i\mathbf q_j\cdot\mathbf r},\qquad T_j=a(\kappa+\mathbf n_j\cdot\boldsymbol\sigma).
\]

Here \(\mathbf q_1=(0,-1)\), and \(\mathbf q_2,\mathbf q_3\) follow by rotations through 120° and 240°. The unit vectors \(\mathbf n_j\) start from \(\mathbf n_1=(1,0)\) and rotate in the same way, so \(\mathbf n_j\cdot\mathbf q_j=0\). The Pauli matrices act on the sublattices A and B. With \(w_0\) the AA and \(w_1\) the AB tunnelling energy, \(a=w_1/(\hbar vk_\theta)\) and \(\kappa=w_0/w_1\). The small relative rotation of the spinors is neglected for now.

**Q.** What do you keep in the first shell, and why should a Dirac point survive there?

**A.** The factor \(e^{-i\mathbf q_j\cdot\mathbf r}\) takes layer 2 at momentum \(\mathbf k+\mathbf q_j\) to layer 1 at \(\mathbf k\). I keep layer 1 at \(\mathbf k\), with spinor \(\psi_0\), and these three layer-2 states, with spinors \(\psi_j\). Write \(Q_j=\mathbf q_j\cdot\boldsymbol\sigma\) and \(N_j=\mathbf n_j\cdot\boldsymbol\sigma\); both square to one. At \(\mathbf k=0\) and \(E=0\) the layer-2 rows give

\[
T_j\psi_0+Q_j\psi_j=0\quad\Rightarrow\quad\psi_j=-Q_jT_j\psi_0 .
\]

The layer-1 row then demands \(\sum_jT_jQ_jT_j\psi_0=0\). Since \(N_jQ_j+Q_jN_j=2\mathbf n_j\cdot\mathbf q_j=0\), we have \(N_jQ_jN_j=-Q_j\), and

\[
T_jQ_jT_j=a^2\left[\kappa^2Q_j+\kappa(N_jQ_j+Q_jN_j)+N_jQ_jN_j\right]=a^2(\kappa^2-1)Q_j .
\]

The sum vanishes because \(\sum_j\mathbf q_j=0\). Both components of \(\psi_0\) stay free, so a doublet remains at \(E=0\).

**Q.** And its velocity?

**A.** A small \(\mathbf k\) adds \(k_\sigma=\mathbf k\cdot\boldsymbol\sigma\) to all four diagonal blocks. First-order degenerate perturbation theory needs the norm and the projection of this term. The norm is

\[
\psi_0^\dagger\Big(1+\sum_jT_jQ_j^2T_j\Big)\psi_0
=\psi_0^\dagger\Big(1+a^2\sum_j(1+\kappa^2+2\kappa N_j)\Big)\psi_0
=\left[1+3a^2(1+\kappa^2)\right]\psi_0^\dagger\psi_0,
\]

because \(\sum_jN_j=0\). For the projection, use \(Q_jk_\sigma Q_j=2(\mathbf q_j\cdot\mathbf k)Q_j-k_\sigma\). Layer 2 contributes

\[
\sum_jT_jQ_jk_\sigma Q_jT_j=2a^2(\kappa^2-1)\sum_j(\mathbf q_j\cdot\mathbf k)Q_j-\sum_jT_jk_\sigma T_j .
\]

Three unit vectors at 120° satisfy \(\sum_j(\mathbf q_j\cdot\mathbf k)Q_j=\tfrac32k_\sigma\), and likewise for \(\mathbf n_j\). The first term is therefore \(3a^2(\kappa^2-1)k_\sigma\). In the second,

\[
\sum_jT_jk_\sigma T_j=a^2\sum_j\left[\kappa^2k_\sigma+2\kappa\,\mathbf n_j\cdot\mathbf k+2(\mathbf n_j\cdot\mathbf k)N_j-k_\sigma\right]
=a^2(3\kappa^2+0+3-3)k_\sigma .
\]

The difference is \(-3a^2k_\sigma\) for every \(\kappa\). Hence

\[
\frac{v_*}{v}=\frac{1-3a^2}{1+3a^2(1+\kappa^2)} .
\]

Equal tunnelling, \(\kappa=1\), gives the Bistritzer–MacDonald form \((1-3a^2)/(1+6a^2)\). The chiral case, \(\kappa=0\), gives \((1-3a^2)/(1+3a^2)\). Physically, the layer-2 part of the state carries velocity opposite to the layer-1 part, and the two cancel at \(a=1/\sqrt3\).

**Q.** How far can I trust a truncation to four momenta?

**A.** Hops alternate between the layers, and a walk that leaves the first shell and returns to the start needs at least four. The neglected terms in the velocity therefore begin at \(a^4\), but their size depends on \(\kappa\). At \(a=0.5\) and \(\kappa=1\) the formula gives \(0.25/2.5=0.100\), while the large plane-wave basis gives 0.049, a factor of two less. At the same \(a\) and \(\kappa=0\) it gives \(0.25/1.75=0.143\) against 0.147, an error of about 3% of the larger-basis value.

**Q.** The numerator vanishes at 0.577, but the velocity in a larger basis need not vanish there. Besides, zero velocity at one point does not make a band flat.

**A.** Both objections are right. The shell formula proves no flatness, and its zero is approximate. For flatness I set \(\kappa=0\) and keep all momenta. Let \(z=x+iy\), \(\bar\partial=\frac12(\partial_x+i\partial_y)\) and \(\omega=e^{2\pi i/3}\). Every term of \(H\) now changes the sublattice. The element from A to B of \(-i\boldsymbol\sigma\cdot\nabla\) is \(-2i\bar\partial\), and that of \(\mathbf n_j\cdot\boldsymbol\sigma\) is \(\omega^{j-1}\). With the A amplitudes of both layers listed first,

\[
H=\begin{pmatrix}0&D^\dagger\\D&0\end{pmatrix},\qquad
D=\begin{pmatrix}-2i\bar\partial&aU(\mathbf r)\\aU(-\mathbf r)&-2i\bar\partial\end{pmatrix},\qquad
U(\mathbf r)=\sum_j\omega^{j-1}e^{-i\mathbf q_j\cdot\mathbf r}.
\]

A zero-energy state on A is a solution \(\psi=(\psi_1,\psi_2)\) of \(D\psi=0\), the indices now naming layers.

**Q.** Which boundary conditions does it obey? The layers have different momenta.

**A.** The reciprocal vectors are \(\mathbf b_1=\mathbf q_2-\mathbf q_1\) and \(\mathbf b_2=\mathbf q_3-\mathbf q_1\). The dual lattice vectors, with \(\mathbf t_i\cdot\mathbf b_j=2\pi\delta_{ij}\), are \(\mathbf t_{1,2}=\frac{4\pi}3(\pm\frac{\sqrt3}2,\frac12)\). Since \(\mathbf q_1=-(\mathbf b_1+\mathbf b_2)/3\), a translation by \(\mathbf t=m\mathbf t_1+n\mathbf t_2\) gives

\[
\psi_1(\mathbf r+\mathbf t)=e^{i\mathbf k\cdot\mathbf t}\psi_1(\mathbf r),\qquad
\psi_2(\mathbf r+\mathbf t)=e^{i\mathbf k\cdot\mathbf t}\omega^{-(m+n)}\psi_2(\mathbf r).
\]

**Q.** Does a zero mode exist at \(\mathbf k=0\) beyond the first shell?

**A.** Yes, for every \(a\). Let \(R\) rotate by 120° and let \((C\psi)(\mathbf r)=\psi(R\mathbf r)\). Relabelling the three waves gives \(U(\pm R\mathbf r)=\omega U(\pm\mathbf r)\). The chain rule, with \(\bar z\to\bar\omega\bar z\), gives \((\bar\partial g)(R\mathbf r)=\omega\,\bar\partial[g(R\mathbf r)]\). Therefore \(CD=\omega DC\), and \(D\) maps A states with \(C=1\) to B states with \(C=\omega\).

At \(a=0\), \(D\) multiplies a plane wave of momentum \(\mathbf p\) by \(p_x+ip_y\). This vanishes for the constant in layer 1 alone. That constant has \(C=1\), so it lies in the A sector but is absent from the B sector. The map between these sectors thus has a one-dimensional kernel and misses nothing: its index is 1. The bounded potential \(aU\) is compact relative to \(-2i\bar\partial\) on a cell and cannot change the index. A solution with \(C\psi=\psi\) persists. I take the kernel at \(\mathbf k=0\) to be one-dimensional, as at \(a=0\).

**Q.** How do you get the velocity without a truncation?

**A.** The cone also needs a B state with \(D^\dagger\varphi=0\). Its complex conjugate reads

\[
2i\bar\partial\varphi_1^*+aU(-\mathbf r)\varphi_2^*=0,\qquad 2i\bar\partial\varphi_2^*+aU(\mathbf r)\varphi_1^*=0 .
\]

These are the equations \(D\psi=0\) evaluated at \(-\mathbf r\), where \(\bar\partial\) changes sign. Hence \(\varphi(\mathbf r)=\psi^*(-\mathbf r)\), with the same norm as \(\psi\). A small \(\mathbf k\) adds \(k_x+ik_y\) to \(D\), and its matrix element between the normalized states gives

\[
\frac{v_*}{v}=\frac{\langle\psi_1(\mathbf r)\psi_1(-\mathbf r)+\psi_2(\mathbf r)\psi_2(-\mathbf r)\rangle}{\langle|\psi_1|^2+|\psi_2|^2\rangle},
\]

with averages over the moiré cell. Call the quantity in the upper average \(W(\mathbf r)\). With \(\beta=a/(2i)\), \(D\psi=0\) says \(\bar\partial\psi_1=\beta U(\mathbf r)\psi_2\) and \(\bar\partial\psi_2=\beta U(-\mathbf r)\psi_1\). The reflected functions obey the same rules with \(\mathbf r\to-\mathbf r\) and an extra minus sign, so

\[
\begin{aligned}
\bar\partial W={}&\beta U(\mathbf r)\psi_2(\mathbf r)\psi_1(-\mathbf r)-\beta U(-\mathbf r)\psi_1(\mathbf r)\psi_2(-\mathbf r)\\
&+\beta U(-\mathbf r)\psi_1(\mathbf r)\psi_2(-\mathbf r)-\beta U(\mathbf r)\psi_2(\mathbf r)\psi_1(-\mathbf r)=0 .
\end{aligned}
\]

\(W\) is also periodic, because the layer-2 phases at \(\mathbf r\) and \(-\mathbf r\) cancel. A holomorphic periodic function on the plane is bounded, hence constant. I may evaluate \(W\) at any point.

**Q.** Is there a useful point?

**A.** Take \(\mathbf r_0=(\mathbf t_1-\mathbf t_2)/3\). From \(R\mathbf t_1=\mathbf t_2\) and \(R\mathbf t_2=-\mathbf t_1-\mathbf t_2\) follows \(R\mathbf r_0=\mathbf r_0+\mathbf t_2\). Then \(C\psi=\psi\) implies

\[
\psi_2(\mathbf r_0)=\psi_2(\mathbf r_0+\mathbf t_2)=\omega^{-1}\psi_2(\mathbf r_0)=0,
\]

and \(\psi_2(-\mathbf r_0)=0\) in the same way, with \(\omega\) in place of \(\omega^{-1}\). So

\[
\frac{v_*}{v}=\frac{\psi_1(\mathbf r_0)\,\psi_1(-\mathbf r_0)}{\langle|\psi_1|^2+|\psi_2|^2\rangle}.
\]

Zero velocity now means that the whole spinor vanishes at \(\mathbf r_0\) or at \(-\mathbf r_0\).

**Q.** A complex amplitude need not pass through zero when one real parameter is varied.

**A.** Here it is real. Let \(M(x,y)=(x,-y)\). Since \(M\) sends \(\mathbf q_1,\mathbf q_2,\mathbf q_3\) to \(-\mathbf q_1,-\mathbf q_3,-\mathbf q_2\), one finds \(U^*(\pm M\mathbf r)=U(\pm\mathbf r)\). Conjugation together with \(M\) leaves \(\bar\partial\) unchanged but reverses the factor \(-2i\). Thus \((\psi_1^*(M\mathbf r),-\psi_2^*(M\mathbf r))\) is again a zero mode at \(\mathbf k=0\), and the phase of \(\psi\) can be chosen so that the two coincide. Both points \(\pm\mathbf r_0\) lie on the \(x\) axis, so \(\psi_1(\pm\mathbf r_0)\) is real. A sign change of the velocity then forces a true zero in between.

**Q.** Why should that zero be anywhere near \(1/\sqrt3\)?

**A.** Expand with the mean of \(\psi_1\) set to 1. As complex numbers, \(\mathbf q_j\) is \(-i\omega^{j-1}\). At first order the amplitude \(c_j\) of \(e^{i\mathbf q_j\cdot\mathbf r}\) in \(\psi_2\) obeys \(-i\omega^{j-1}c_j+a\omega^{j-1}=0\), so \(c_j=-ia\). At second order the amplitude \(d_{lj}\) of \(e^{i(\mathbf q_l-\mathbf q_j)\cdot\mathbf r}\) in \(\psi_1\), for \(l\neq j\), obeys

\[
-i(\omega^{l-1}-\omega^{j-1})d_{lj}-ia^2\omega^{j-1}=0\quad\Rightarrow\quad d_{lj}=-\frac{a^2}{\omega^{l-j}-1}.
\]

At \(\mathbf r_0\) the wave \(e^{i\mathbf q_j\cdot\mathbf r_0}\) equals \(\omega^{j-1}\). Three pairs have \(\omega^{l-j}=\omega\) and three have \(\bar\omega\), so

\[
\psi_1(\mathbf r_0)=1-3a^2\left(\frac{\omega}{\omega-1}+\frac{\bar\omega}{\bar\omega-1}\right)+O(a^4)=1-3a^2+O(a^4),
\]

since each fraction has real part \(\frac12\). At \(-\mathbf r_0\) the bracket becomes \(\bar\omega/(\omega-1)+\omega/(\bar\omega-1)=i/\sqrt3-i/\sqrt3=0\), and \(\psi_1(-\mathbf r_0)=1+O(a^4)\). The shell numerator is thus the amplitude at one stacking point to order \(a^2\), and higher orders move its zero.

**Q.** Where does the zero lie in fact?

**A.** In a basis of 199 plane waves the velocity changes sign at

\[
a_*=0.585664 .
\]

At this \(a\) the spinor vanishes at \(\mathbf r_0\) to numerical accuracy, while \(\psi_1(-\mathbf r_0)=1.060\). This value and the sign change are numerical results; the consequences of the zero are proved analytically.

A second calculation does not use the velocity. Write \(D_{\mathbf k}=D_{0,\mathbf k}(1+aD_{0,\mathbf k}^{-1}\mathcal U)\), where \(D_{0,\mathbf k}\) is the kinetic part and \(\mathcal U\) the tunnelling matrix at \(a=1\). Away from the Dirac points of the separate layers \(D_{0,\mathbf k}\) is invertible, so \(D_{\mathbf k}\) is singular when \(-1/a\) is an eigenvalue of \(D_{0,\mathbf k}^{-1}\mathcal U\). The eigenvalue of largest modulus gives the smallest such \(|a|\). At two unrelated momenta it gives the same \(a_*\) to all eight printed decimals. A finite basis does not enforce this agreement, so it also measures convergence. No smaller positive \(a\) can give a flat band at zero energy, since \(D_{\mathbf k}\) is not singular there at these momenta.

**Q.** You still have a zero of one wave function at one momentum. How does that flatten a whole band?

**A.** The operator \(D\) contains \(\bar\partial\) but not \(\partial\), so a holomorphic factor \(f(z)\) passes through it: \(D(f\psi)=fD\psi=0\). A factor that changes the Bloch momentum must have a pole, and the zero of \(\psi\) can absorb it.

First, the zero really divides out. Near \(z_0\), the complex form of \(\mathbf r_0\), the equation reads \(\bar\partial\psi=B\psi\) with a smooth matrix \(B\). On a small disc there is an invertible smooth matrix \(F\) with \(\bar\partial F=BF\): inverting \(\bar\partial\) by its Cauchy integral and iterating from \(F=1\) converges, because the integral is small on a small disc. Then

\[
\bar\partial(F^{-1}\psi)=-F^{-1}(\bar\partial F)F^{-1}\psi+F^{-1}B\psi=0 .
\]

So \(F^{-1}\psi\) is holomorphic and vanishes at \(z_0\). It contains a factor \(z-z_0\), and so does \(\psi\).

Second, let \(t_1,t_2\) be the lattice vectors as complex numbers, \(\zeta=(z-z_0)/t_1\) and \(\tau=t_2/t_1=\omega\). The theta function \(\theta_1(\pi\zeta)\) has simple zeros at the lattice points \(\zeta=m+n\tau\) and obeys

\[
\theta_1(\pi(\zeta+1))=-\theta_1(\pi\zeta),\qquad
\theta_1(\pi(\zeta+\tau))=-e^{-i\pi\tau-2\pi i\zeta}\theta_1(\pi\zeta).
\]

Define

\[
f_{\mathbf k}=e^{2\pi is\zeta}\,\frac{\theta_1(\pi(\zeta-u))}{\theta_1(\pi\zeta)},\qquad
s=\frac{\mathbf k\cdot\mathbf t_1}{2\pi},\qquad u=\frac{\mathbf k\cdot\mathbf t_2}{2\pi}-s\tau .
\]

Under \(\zeta\to\zeta+1\) the signs cancel and \(f_{\mathbf k}\) gains \(e^{2\pi is}=e^{i\mathbf k\cdot\mathbf t_1}\). Under \(\zeta\to\zeta+\tau\) the ratio gains \(e^{-2\pi i(\zeta-u)+2\pi i\zeta}=e^{2\pi iu}\), and the total is \(e^{2\pi i(u+s\tau)}=e^{i\mathbf k\cdot\mathbf t_2}\). The poles sit at \(\mathbf r_0\) and its translates, where \(\psi\) vanishes. Therefore \(\psi_{\mathbf k}=f_{\mathbf k}\psi\) is a regular zero-energy Bloch state for every \(\mathbf k\). Its partner \(\psi^*_{\mathbf k}(-\mathbf r)\) lives on B and also has momentum \(\mathbf k\). Two bands per valley and spin lie exactly at \(E=0\).

As a test, this \(\psi_{\mathbf k}\) was compared with the null vector of \(D_{\mathbf k}\) found by diagonalization. A null vector is fixed only up to a constant, so one common complex factor was fitted first. Over three positions and both layers, the norm of the remaining difference is then of order \(10^{-9}\) of the norm of the null vector's values.

**Q.** Then is \(a=0.586\) exactly flat or not?

**A.** It is the rounded magic value. On a \(6\times6\) momentum grid the largest \(|E|\) of the central pair is \(4.4\times10^{-4}\) at 0.586 and \(1.09\times10^{-2}\) at \(1/\sqrt3\). The distances from \(a_*\) are \(3.4\times10^{-4}\) and \(8.3\times10^{-3}\). Both ratios are close to 25, as expected if the width grows linearly with the distance. At \(a_*\) the numerical energies are at rounding level.

**Q.** Give me an angle.

**A.** Take round parameters: speed \(10^6\) m/s, lattice constant 0.25 nm and \(w_1=0.10\) eV. Then \(\hbar v=0.6582\) eV nm and \(K=4\pi/(3\times0.25\ \text{nm})=16.755\ \text{nm}^{-1}\). The magic condition gives

\[
k_\theta=\frac{w_1}{a_*\hbar v}=\frac{0.10}{0.58566\times0.6582}\ \text{nm}^{-1}=0.2594\ \text{nm}^{-1},\qquad
\theta=2\arcsin\frac{k_\theta}{2K}=0.887^\circ .
\]

The shell value \(1/\sqrt3\) would give \(0.900^\circ\). The third digit serves only this comparison; inputs as round as these say only that the angle is about \(0.9^\circ\). It scales with \(w_1/(\hbar vK)\): the set \(\hbar v=0.525\) eV nm, lattice constant 0.246 nm and \(w_1=0.0975\) eV gives \(1.07^\circ\), nearer the roughly \(1.1^\circ\) seen in samples. The energy unit is \(w_1/a_*=170.7\) meV. On the same grid the next bands come no closer to zero than \(0.547\) units, or 93 meV. This gap belongs to the chiral limit and is not a prediction for real samples: at \(\kappa=0.8\), where the velocity vanishes at \(a=0.584\), the next bands come within about 25 meV of zero for the same \(w_1\).

**Q.** What breaks the exact result?

**A.** AA tunnelling does. For \(\kappa\neq0\), \(H\) has terms within a sublattice, and the equation \(D\psi=0\) no longer describes its eigenstates. At \(\kappa=1\), with the spinor rotation neglected, the velocity still vanishes, at \(a=0.605\), but the central pair reaches \(|E|=0.036\) on the grid. With \(w_1=0.10\) eV that is \(0.0364\times100/0.605\approx6\) meV. The gap is lost as well: near the moiré zone centre the next bands come down to \(|E|\approx0.032\), inside the energy range of the pair.

The neglected spinor rotation is harmless in the chiral case. It multiplies the diagonal entries of \(D\) by \(e^{\pm i\eta}\), with \(\eta\) half the twist angle up to sign. Multiplying the rows by \(e^{\mp i\eta}\) restores them and moves phases \(e^{\mp i\eta}\) onto the two tunnelling entries. Conjugation by \(\mathrm{diag}(e^{i\eta/2},e^{-i\eta/2})\) then removes those. These operations are unitary, so the singular values of \(D\), which are the energies \(|E|\), do not change. For \(\kappa\neq0\) this argument fails: at \(\kappa=1\) and \(\eta=0.43^\circ\) the Dirac point moves by about \(0.011\) units, and \(|v_*/v|\) falls only to about \(10^{-4}\) instead of zero. Interactions and strain lie outside this model. The numerical output follows.

## Numbers as computed

```
Energies in units of hbar*v*k_theta unless stated; a, kappa, v*/v: pure numbers
plane waves in both layers, full model: 199
kappa=1 a=0.2: v*/v first shell 0.70968, full 0.68609
kappa=1 a=0.4: v*/v first shell 0.26531, full 0.17908
kappa=1 a=0.5: v*/v first shell 0.10000, full 0.04862
kappa=0 a=0.2: v*/v first shell 0.78571, full 0.78473
kappa=0 a=0.4: v*/v first shell 0.35135, full 0.34944
kappa=0 a=0.5: v*/v first shell 0.14286, full 0.14695
first-shell zero 1/sqrt(3): 0.577350
a^2 coefficient of psi1(r0) (from a=0.02): -2.9998
a^2 coefficient of psi1(-r0) (from a=0.02): 0.0002
a* from chiral velocity zero: 0.58566356
a* from singular D(k), first k: 0.58566356
a* from singular D(k), second k: 0.58566356
largest |psi component| at r0, a=a*: 5.1e-10
psi1(-r0) at a=a* (mean of psi1 = 1): 1.06037
relative error of theta-function state: 2.5e-09
chiral, a=a*: largest |E| of flat pair on 6x6 grid: 8.2e-15
chiral, a=a*: smallest |E| of next bands on grid: 0.5471
chiral, a=0.586: largest |E| of central pair: 4.37e-04
chiral, a=1/sqrt(3): largest |E| of central pair: 1.09e-02
kappa=1: velocity zero of full model at a: 0.60510
kappa=1, at that a: largest |E| of central pair: 0.0364
model speed: 1.0e+06 m/s; lattice constant: 0.25 nm
model w1: 0.10 eV; hbar*v: 0.6582 eV nm; K: 16.755 1/nm
twist angle at a*: 0.8871 degrees
twist angle at 1/sqrt(3): 0.8999 degrees
energy unit hbar*v*k_theta at a*: 170.75 meV
gap to next bands at a*: 93.42 meV
```
